# Electronic thermal conductance of a single-channel gold atomic contact

## Problem

Two pieces of gold touch through a single atom. Electrons cross in one channel, open to both spin directions, whose transmission probability is 1 at all energies that matter thermally. The mean temperature is $T=300$ K.

The electronic thermal conductance $K$ is the heat current carried by electrons, divided by the temperature difference between the two sides, when that difference is small and no net charge flows.

(a) Derive $K$ from the motion of the electrons and evaluate it in nW/K.

(b) Find the electronic heat current when the two sides are at 305 K and 295 K. Does the finite difference of 10 K require a correction?

(c) Find the electrical conductance of the contact and its relation to $K$.

(d) Estimate the effect of an energy-dependent transmission, of scattering in the gold near the contact, and of heat carried by atomic vibrations. Use these rough values: a transmission that varies over 1 eV, a contact radius of 0.15 nm, a thermal conductivity of 300 W/(m K), and a highest vibration frequency of 5 THz.

## Solution

### The model

Each side is a large reservoir with its own temperature and chemical potential. A state of energy $E$ launched from a reservoir is occupied with the Fermi probability

$$f(E)=\frac{1}{e^{(E-\mu)/k_BT}+1}.$$

Electrons cross without changing their energy, and their mutual interaction enters no further than through the band they move in. An electron of energy $E$ that leaves a reservoir removes the heat $E-\mu$, because heat is the change of energy less $\mu$ times the change of particle number.

### (a) The thermal conductance

**Flow in one channel.** Take a piece of the channel of length $L$ with periodic boundary conditions. The allowed wave numbers are spaced by $2\pi/L$. An electron of velocity $v$ passes a given point $v/L$ times per second. With a factor 2 for spin, the heat current carried by electrons from the hot side is

$$J_{\rm hot}=2\sum_{v>0}\frac{v}{L}(E-\mu)f_h
=2\int\frac{dk}{2\pi}\,v\,(E-\mu)f_h .$$

The sum became an integral because an interval $dk$ holds $L\,dk/2\pi$ states. The velocity is $v=(1/\hbar)\,dE/dk$, so $v\,dk=dE/\hbar$. Since $2\pi\hbar=h$,

$$J_{\rm hot}=\frac{2}{h}\int dE\,(E-\mu)f_h .$$

Fast electrons cross more often, but their states are more thinly spread in energy, and the two effects cancel. No property of the band of gold remains in the prefactor.

The cold side sends the same expression with $f_c$ in the opposite direction. The net heat current from hot to cold is

$$J=\frac{2}{h}\int_{-\infty}^{\infty}dE\,(E-\mu)\,[f_h(E)-f_c(E)] .$$

The infinite limits are justified when the band edges lie many $k_BT$ from $\mu$, since $f_h-f_c$ vanishes exponentially there. At 300 K, $k_BT=0.02585$ eV, while the conduction band of gold extends over several eV.

**No charge current.** The particle current is the same integral without the factor $E-\mu$. At equal chemical potentials, write $u=E-\mu$. The Fermi function obeys $f(-u)=1-f(u)$ at any temperature, so

$$f_h(-u)-f_c(-u)=-[f_h(u)-f_c(u)].$$

The difference is odd in $u$ and its integral is zero. The hot side sends extra electrons above $\mu$; the cold side sends equally many extra electrons below $\mu$. The charge flows cancel, but the heat flows add, because an electron arriving below $\mu$ brings negative heat. The condition of zero charge current is therefore met without a voltage.

**Small temperature difference.** Let $x=(E-\mu)/k_BT$. At fixed $E$ and $\mu$, $\partial x/\partial T=-x/T$, so

$$\frac{\partial f}{\partial T}=\frac{df}{dx}\left(-\frac{x}{T}\right)=\frac{x}{T}\,w(x),\qquad
w(x)=-\frac{df}{dx}=\frac{e^x}{(e^x+1)^2}.$$

For a difference $\Delta T$, $f_h-f_c\simeq(x/T)\,w\,\Delta T$. With $E-\mu=k_BTx$ and $dE=k_BT\,dx$,

$$J=\frac{2}{h}\int (k_BTx)\left(\frac{x}{T}w\,\Delta T\right)k_BT\,dx
=\frac{2k_B^2T}{h}\,\Delta T\int_{-\infty}^{\infty}x^2w(x)\,dx .$$

**The integral.** Dividing numerator and denominator of $w$ by $e^x$ gives $w=1/[4\cosh^2(x/2)]$, which is even. Integration by parts then gives

$$\int_{-\infty}^{\infty}x^2w\,dx
=2\left[-\frac{x^2}{e^x+1}\right]_0^\infty+4\int_0^\infty\frac{x\,dx}{e^x+1}
=4\int_0^\infty\frac{x\,dx}{e^x+1}.$$

For $x>0$ the geometric series gives $1/(e^x+1)=\sum_{n\ge1}(-1)^{n+1}e^{-nx}$. Each term contributes $\int_0^\infty xe^{-nx}dx=1/n^2$. Because $\sum1/n^2$ converges, the series may be integrated term by term:

$$\int_0^\infty\frac{x\,dx}{e^x+1}=\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}.$$

To find this sum, expand $x^2$ on $[-\pi,\pi]$ in cosines. Its mean is $\pi^2/3$. The coefficient of $\cos nx$ is

$$\frac{2}{\pi}\int_0^\pi x^2\cos nx\,dx
=-\frac{4}{\pi n}\int_0^\pi x\sin nx\,dx
=-\frac{4}{\pi n}\left(-\frac{\pi(-1)^n}{n}\right)=\frac{4(-1)^n}{n^2}.$$

The periodic continuation of $x^2$ is continuous and the coefficients are absolutely summable, so the series equals the function at every point. At $x=0$,

$$0=\frac{\pi^2}{3}+4\sum_{n=1}^\infty\frac{(-1)^n}{n^2}
\quad\Rightarrow\quad
\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{12}=0.822467 .$$

The thermal integral is four times this, $\pi^2/3=3.2899$. Hence

$$\boxed{K=\frac{2\pi^2k_B^2T}{3h}}$$

**The number.** With $k_B=1.380649\times10^{-23}$ J/K and $h=6.62607\times10^{-34}$ J s, the prefactor $2k_B^2T/h$ is 0.1726 nW/K at 300 K. Therefore

$$K=0.1726\times3.2899\ \text{nW/K}=0.568\ \text{nW/K},$$

or 568 pW/K. The thermal resistance $1/K$ is 1.76 K/nW.

The conductance is proportional to $T$. One factor $k_BT$ sets the width of the energy window that takes part, and another sets the heat per electron; dividing their product by a temperature leaves one power of $T$. If the transmission has a constant value $\tau<1$, both opposing flows are multiplied by $\tau$, and so is $K$. Several independent channels add their values of $\tau$.

### (b) A difference of 10 K

The current can be found without linearizing. Let $\theta(-u)$ be 1 for $u<0$ and 0 for $u>0$, the occupation at zero temperature. Subtracting it from both Fermi functions leaves their difference unchanged, so $J=(2/h)[A(T_h)-A(T_c)]$ with

$$A(T)=\int_{-\infty}^{\infty}u\,[f(u)-\theta(-u)]\,du .$$

For $u>0$ the integrand is $uf(u)$. For $u<0$ it is $u[f(u)-1]=-uf(-u)=|u|f(|u|)$. The two halves are equal, and the integral found above gives

$$A(T)=2(k_BT)^2\frac{\pi^2}{12}=\frac{\pi^2k_B^2T^2}{6}.$$

Consequently,

$$J=\frac{\pi^2k_B^2}{3h}(T_h^2-T_c^2)
=\frac{2\pi^2k_B^2}{3h}\,\frac{T_h+T_c}{2}\,(T_h-T_c).$$

This is $K$ at the mean temperature times the full difference. Within the model, with constant transmission and distant band edges, a finite difference needs no correction. For 305 K and 295 K the mean is 300 K, and

$$J=0.5679\ \text{nW/K}\times10\ \text{K}=5.68\ \text{nW}.$$

### (c) The electrical conductance

Now let both sides have temperature $T$ and let their chemical potentials be $\mu_1$ and $\mu_2$, with $\mu_1-\mu_2=eV$. The function $f(E)-\theta(\mu-E)$ is odd about $\mu$ and integrates to zero. Each Fermi function can therefore be replaced by its zero-temperature step in the integral of the difference:

$$\int(f_1-f_2)\,dE=\int[\theta(\mu_1-E)-\theta(\mu_2-E)]\,dE=\mu_1-\mu_2=eV.$$

The magnitude of the charge current is $I=e(2/h)eV$, so

$$G=\frac{I}{V}=\frac{2e^2}{h}=77.48\ \mu\text{S},$$

which corresponds to a resistance of 12.906 k$\Omega$. Dividing the two conductances gives

$$\frac{K}{GT}=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \text{W}\,\Omega/\text{K}^2 .$$

This is the Wiedemann-Franz relation. A constant transmission multiplies $K$ and $G$ alike and leaves the ratio unchanged. The electronic heat conductance can then be inferred from an electrical measurement, provided that the crossing is elastic and the transmission changes little over the thermal window.

### (d) What the model leaves out

**Transmission that depends on energy.** If $\tau$ varies, a temperature difference may drive a charge current, and a voltage must build up to stop it. Let $\Delta\mu$ be the hot-side chemical potential minus the cold-side one. To first order,

$$f_h-f_c=w(x)\left(\frac{\Delta\mu}{k_BT}+x\frac{\Delta T}{T}\right).$$

Define $M_n=\int\tau\,x^n w\,dx$. The particle current is proportional to $M_0\Delta\mu/k_BT+M_1\Delta T/T$. Setting it to zero gives $\Delta\mu/k_BT=-(M_1/M_0)\Delta T/T$. The heat current is

$$J=\frac{2(k_BT)^2}{h}\left(M_1\frac{\Delta\mu}{k_BT}+M_2\frac{\Delta T}{T}\right),$$

and substitution yields

$$K=\frac{2k_B^2T}{h}\left(M_2-\frac{M_1^2}{M_0}\right).$$

For $\tau=1$, $M_1=0$ and $M_2=\pi^2/3$, which returns the earlier result.

As a model of a smooth channel, take

$$\tau(E)=\frac{1}{1+[(E-\mu-E_0)/W]^2},\qquad W=1\ \text{eV}.$$

With $E_0=0$ the channel is fully open at $\mu$. Then $\tau$ is even about $\mu$, so $M_1=0$ and no voltage arises. Evaluating $M_2$ by numerical quadrature gives a $K$ that is 0.9 % below the value for constant transmission. The loss comes from electrons away from $\mu$. Since $\tau\simeq1-(k_BTx/W)^2$ for $k_BT|x|\ll W$, it grows to leading order as $(k_BT/W)^2$.

With $E_0=0.3$ eV the channel is imperfect: $\tau(\mu)=1/(1+0.3^2)=0.917$. The same quadrature shows that the open-circuit term $M_1^2/M_0$ removes 0.065 % of $M_2$. The thermoelectric correction is thus far smaller than the total loss of $K$, which is 8.8 %: 8.3 % from the lower $\tau(\mu)$ and about 0.5 % from the curvature of $\tau$. Its size follows from $\tau\simeq\tau(\mu)+\tau'k_BTx$, which gives $M_0\simeq\tau$, $M_1\simeq\tau'k_BT\,\pi^2/3$ and $M_2\simeq\tau\,\pi^2/3$, so that $M_1^2/(M_0M_2)\simeq(\pi^2/3)(k_BT\,\tau'/\tau)^2$. Here $\tau'/\tau=0.55$ eV$^{-1}$, and for this shape $|\tau'/\tau|$ never exceeds $1/W$, so the share stays near or below 0.22 % for any $E_0$. The smallness rests on $k_BT\ll W$: with $W=0.1$ eV and $E_0=0.03$ eV, which has the same $\tau(\mu)$, the share is 2.4 %. At full opening the leading term vanishes, because $\tau$ cannot exceed 1 and a smooth $\tau$ that reaches 1 at $\mu$ has zero slope there. Higher-order terms remain if $\tau$ is asymmetric about $\mu$, and they need not be small when $\tau$ varies on a scale of a few $k_BT$.

**Scattering near the contact.** Electrons also meet resistance in the gold on either side. For an estimate, treat each side as a half-space $z>0$ that obeys Fourier's law, heated through a disc of radius $a$ at temperature $T_0$ above the distant metal. With $r$ the distance from the axis, the temperature rise is

$$\Theta(r,z)=\frac{T_0}{\pi}\int_{-a}^{a}\frac{dt}{\sqrt{r^2+(z+it)^2}},$$

where the root has positive real part. The integrand is the function 1/distance with $z$ shifted by a constant, so it satisfies Laplace's equation. On the disc, where $z\to0$ and $r<a$, the parts with $|t|>r$ are imaginary and odd in $t$ and cancel. The rest is $(T_0/\pi)\int_{-r}^{r}dt/\sqrt{r^2-t^2}=T_0$, as required. Outside the disc, $\Theta$ is smooth and even in $z$, so no heat crosses the surface.

At a large distance $R$, $\Theta\to2aT_0/(\pi R)$. The heat flow through a large hemisphere is $\kappa\,(2\pi R^2)\,2aT_0/(\pi R^2)=4\kappa aT_0$. Each side has resistance $1/(4\kappa a)$, and the two in series have

$$R_{\rm s}=\frac{1}{2\kappa a}
=\frac{1}{2\times300\times0.15\times10^{-9}}\ \text{K/W}
=0.011\ \text{K/nW}.$$

This is 0.6 % of $1/K$. Fourier's law is not accurate at distances shorter than the electron mean free path, which for this conductivity is about 34 nm in a free-electron estimate, over 200 times $a$. Most of $R_{\rm s}$ arises within that distance, so the figure is only an order of magnitude. It also assumes that the metal widens at once. Within Fourier's law a tapered neck adds more, but a neck of a few atoms, far shorter than the mean free path, is ballistic, and its conductance need not fall with length.

**Heat carried by vibrations.** Atomic vibrations carry heat in parallel with the electrons. The counting of part (a) applies to them with $\hbar\omega=h\nu$ as the energy, no spin factor, and the Bose occupation $n=1/(e^y-1)$, where $y=h\nu/k_BT$. A perfectly transmitted mode passes $\int h\nu\,(n_h-n_c)\,d\nu$. Since $\partial n/\partial T=(y/T)\,e^y/(e^y-1)^2$ and $h\nu=k_BTy$, its conductance is

$$K_1=k_B\int_0^{\nu_{\max}}\frac{y^2e^y}{(e^y-1)^2}\,d\nu
=k_B\int_0^{\nu_{\max}}\left[\frac{y/2}{\sinh(y/2)}\right]^2d\nu .$$

For $\nu_{\max}=5$ THz, numerical quadrature gives 0.068 nW/K. The central atom can move in three directions. If the forces are harmonic and all coupling between the two sides passes through this atom, at most three modes can transmit at any frequency. The ceiling is then $3K_1=0.20$ nW/K, or 36 % of the electronic $K$.

This is an upper bound for these assumptions, not a prediction, since real modes are partly reflected where the atom joins the bulk. The total thermal conductance of the ideal contact lies between the electronic 0.57 nW/K and 0.77 nW/K in this estimate.

### The model and a real gold contact

Gold is a close match to the problem because its single-atom contacts usually conduct through one nearly open channel, with an electrical conductance close to $2e^2/h$. The parameters in part (d) are rough: the conductivity is near that of bulk gold, the radius is about half an atomic spacing, and the 1 eV width stands for a slowly varying transmission. Among the electronic corrections estimated here, incomplete opening gives the largest: the model contact with $\tau(\mu)=0.917$ has a $K$ lower by 8.8 %, and nearly all of the change shows in its electrical conductance, which is lower by 8.4 %. For the total heat flow, the neglected vibrations could add up to 0.20 nW/K under the assumptions above, which is 36 % of the ideal $K$ and 39 % of the $K$ of this imperfect contact. A higher top frequency, or direct forces between the atoms on either side of the central one, can raise this ceiling. Reported room-temperature measurements on such contacts agree with the Wiedemann-Franz value to roughly 10 %. This figure is taken from experiment, not derived here, and it suggests a vibrational share well below that ceiling.

Numerical values quoted here were computed with a short program.
